# Errors of plain and Alfè density extrapolation in a one-dimensional model, part 2

Each self-consistent-field (SCF) cycle of a molecular-dynamics run starts from a predicted density $\tilde n$. At time $t+j\,dt$ the converged density is $n_j$, the sum of isolated-atom densities $n^{at}_j$, and $\delta_j=n_j-n^{at}_j$. The error $e=\tilde n-n_{+1}$ equals $E[f]=\sum_kc_kf_{-k}-f_{+1}$, with $f=n$ (plain) or $f=\delta$ (Alfè), and $\|e\|^2=\int e^2dx$. The rules are $c=(1,0,0)$, $(2,-1,0)$, $(3,-3,1)$ for $p=1,2,3$, or the fit $c=(1+\alpha,\ \beta-\alpha,\ -\beta)$, with $\alpha,\beta$ chosen to best predict the positions. Units: hartree, bohr, fs; density norms in bohr$^{-1/2}$.

Atoms at $R_I$ are wells $-3\,\mathrm{sech}^2(x-R_I)$, summing to $v_{\rm ext}$. The interaction energy is $\tfrac12K\int n^2dx$, the potential $v_{\rm ext}+Kn$, with $K=g/2$, $g=0.5$ hartree bohr. The six-electron dimer has midpoint $X=Vt$, $V=0.02$ bohr/fs, and bond length $R(t)=4+A\cos(\omega t+\omega\,dt/2)$, $A=0.3$ bohr, period 40 fs, $dt=1$ fs. Part (c) asks for $\alpha,\beta$ and both errors; (d) for the energy and force errors after one diagonalisation with $\tilde n$.

**Translation** by $s=0.04$ bohr per step:

$$\|E\|^2=\frac1{2\pi}\int|\hat f|^2\,[2\sin(qs/2)]^{2p}dq\ \le\ s^{2p}\|f^{(p)}\|^2,$$

$$\frac{\|e^{\rm Alf\grave e}\|}{\|e^{\rm plain}\|}\to\frac{\|\delta^{(p)}\|}{\|n^{(p)}\|}\qquad(s\to0).$$

The minimum-norm fit gives $\tfrac32s^2\|f''\|$. For a Gaussian atom ($\sigma=0.5$ bohr):

$$\|E\|^2=\frac1{2\sigma\sqrt\pi}\sum_{m=-p}^{p}(-1)^m\binom{2p}{p+m}e^{-m^2s^2/4\sigma^2}.$$

**Scaling estimates:** $\|e\|\sim(s/\ell)^p\|f\|$, with $\ell=\sigma$ (Gaussian) or 1 bohr (dimer, $\|n\|=2.399$, $\|\delta\|=0.173$, ratio 0.072); for $p=3$ on the trajectory, $10^{-3}$ (plain) and $10^{-4}$ (Alfè).

**Trajectory.** Let $\Delta f_j=f_{j+1}-f_j$, and let $b_-,b_0,b_+$ be the bond-length changes over the steps $-2\to-1$, $-1\to0$, $0\to1$. The fit has $\alpha+\beta=1$ and

$$\alpha=\frac{b_+-b_-}{b_0-b_-},\qquad \epsilon\equiv\alpha-2=\frac{b_+-2b_0+b_-}{b_0-b_-}=\frac{\Delta^3R}{\Delta^2R},$$

$$E^{\rm fit}[f]=-\Delta^3f+\epsilon\,(f_0-2f_{-1}+f_{-2}).$$

With $t_m=t-dt/2$, $f_R=\partial_Rf$ and $D=-V\partial_x+\dot R\,\partial_R$ (velocities held fixed in its powers), the polynomial rule gives

$$E^{p=3}=-dt^3\big[\dddot Rf_R+3\ddot R\,Df_R+D^3f\big]_{t_m},$$

with relative correction $O(dt^2)$. For the fit, $\epsilon\approx dt\,\dddot R/\ddot R$ and the second difference is $dt^2(D^2f+\ddot Rf_R)$; the product contains $+dt^3\dddot Rf_R$, which cancels the term linear in the displacement:

$$E^{\rm fit}\approx-dt^3\big[3\ddot R\,Df_R+D^3f-(\dddot R/\ddot R)D^2f\big].$$

The relative correction is now $O(dt)$, because second differences are centred at $t-dt$, not $t_m$, and the expansion fails where $\ddot R\to0$.

At $t_m=4.5$ fs, $R=4.212$ bohr, $\dot R=-3.33\times10^{-2}$ bohr/fs, $\ddot R=-5.234\times10^{-3}$ bohr/fs$^2$, $\dddot R=8.222\times10^{-4}$ bohr/fs$^3$. With $f_R$ and higher derivatives from SCF solutions at neighbouring $R$, the $p=3$ formula at $dt=1$ fs gives $1.238\times10^{-3}$ (plain) and $1.925\times10^{-4}$ (Alfè), against the direct $1.230\times10^{-3}$ and $1.910\times10^{-4}$; the norms agree within 1%. On the same curve $R(t)$ (phase kept at its $dt=1$ fs value) with steps of $dt=0.1$ fs the direct errors are $1.238\times10^{-6}$ and $1.925\times10^{-7}$, the formula values times $10^{-3}$. At that step $\epsilon=-0.01559$ against $0.1\times8.222\times10^{-4}/(-5.234\times10^{-3})=-0.01571$, and the fitted errors are $1.222\times10^{-6}$ and $2.44\times10^{-7}$ (formula $1.232\times10^{-6}$, $2.46\times10^{-7}$). Cancelling the linear term has not helped at this point of the trajectory: the $D^2f$ term that replaces it leaves the plain error nearly unchanged and raises Alfè's.

For harmonic $R$ with phase $\varphi_j$ and $\theta=\omega\,dt$, the identity $\cos(\varphi+\theta)-2\cos\varphi+\cos(\varphi-\theta)=-4\sin^2(\theta/2)\cos\varphi$ makes each second difference proportional to the cosine at its centre, and $\Delta^3R$ is the difference of two of them, so $\epsilon=\cos\varphi_0/\cos\varphi_{-1}-1$. Here $\varphi_0=(t/dt+\tfrac12)\theta$ and $\theta=\pi/20$. At $t=5$ fs, $\cos(5.5\theta)/\cos(4.5\theta)-1=-0.146$, that is $\alpha=1.854$. At $t=10$ fs the two phases straddle $\pi/2=10\theta$ symmetrically, the ratio is $-1$ and $\epsilon=-2$, the largest magnitude met in the period. The root-mean-square errors over 40 steps are:

| rule | plain | Alfè | ratio |
|---|---|---|---|
| $p=1$ | $5.24\times10^{-2}$ | $7.37\times10^{-3}$ | 0.141 |
| $p=2$ | $6.39\times10^{-3}$ | $9.92\times10^{-4}$ | 0.155 |
| $p=3$ | $1.20\times10^{-3}$ | $2.29\times10^{-4}$ | 0.191 |
| fit | $3.23\times10^{-3}$ | $7.07\times10^{-4}$ | 0.219 |

The fit reproduces the positions exactly yet is about three times worse than $p=3$. This factor depends on the sampling: the offset $\omega\,dt/2$ keeps every step as far as possible from $\cos\varphi_{-1}=0$, and a step closer to that point makes $|\epsilon|$ arbitrarily large. The divergence belongs to fitting two coefficients to only two coordinates: for 60 harmonic coordinates without drift, with frequencies between $0.2\omega$ and $\omega$ and random phases, $|\alpha-2|$ stays below 0.03, so this result says nothing against the fit in a many-atom run. A rough count suggests why. At four steps per period $|\epsilon|\approx2$ and the error is second order, $|\epsilon|\,dt^2\|D^2n\|$. One atom then moves at 0.044 bohr/fs and the other almost rests; taking $3.685/\sqrt2=2.6$ for one atom's second-derivative norm gives $2\times0.044^2\times2.6\approx10^{-2}$, and $\sqrt{4/40}\times10^{-2}\approx3\times10^{-3}$. These four steps do dominate the mean: they carry 79% of the summed squared error for plain and 78% for Alfè.

*(d) Energy and force.* Let $n_0$ be the converged density and $n_{\rm in}=n_0+e$, so the potential is wrong by $Ke$. First-order perturbation theory for real orbitals with fixed occupations $f_i$ gives $\delta\phi_i=\sum_{a\ne i}\phi_a\langle a|\delta v|i\rangle/(\varepsilon_i-\varepsilon_a)$ and $\delta n=2\sum_if_i\phi_i\delta\phi_i$. Joining the terms $(i,a)$ and $(a,i)$,

$$\chi(x,x')=\sum_{i<a}\frac{2(f_i-f_a)}{\varepsilon_i-\varepsilon_a}\,\phi_i\phi_a(x)\,\phi_i\phi_a(x'),$$

which is symmetric and negative semidefinite, since $f_i\ge f_a$ and $\varepsilon_i<\varepsilon_a$. The output density is $n_0+K\chi e$ to first order.

The Harris–Foulkes energy is $E_{H}=\sum_if_i\varepsilon_i[n_{\rm in}]-\tfrac12K\int n_{\rm in}^2dx$. At $n_0$ the eigenvalue sum contains $K\int n_0^2$, and subtracting half leaves the true energy $E$. Switch on $\lambda Ke$. The Hellmann–Feynman theorem gives $d\sum f\varepsilon/d\lambda=\langle n_0+\lambda K\chi e|Ke\rangle$, whose integral to $\lambda=1$ is $K\langle n_0|e\rangle+\tfrac12K^2\langle e|\chi|e\rangle$. The subtracted term changes by $-K\langle n_0|e\rangle-\tfrac12K\|e\|^2$. The linear parts cancel:

$$E_H-E=\tfrac12K^2\langle e|\chi|e\rangle-\tfrac12K\|e\|^2+O(e^3).$$

Both terms are negative for a repulsive kernel, so at this order $|E_H-E|\ge\tfrac12K\|e\|^2$. For the step $5\to6$ fs with $p=3$, the lower bounds are $0.125\times(1.230\times10^{-3})^2=1.89\times10^{-7}$ and $0.125\times(1.910\times10^{-4})^2=4.56\times10^{-9}$ hartree. The errors themselves are $-2.14\times10^{-7}$ hartree ($-5.8\times10^{-3}$ meV) for plain and $-5.12\times10^{-9}$ hartree ($-1.4\times10^{-4}$ meV) for Alfè, equal to the formula in the digits printed.

The electronic force is $F_I=-\int n\,\partial v_{\rm ext}/\partial R_I\,dx$. Since $\partial_x(-3\,\mathrm{sech}^2)=+6\,\mathrm{sech}^2\tanh$ and $\partial_{R_I}=-\partial_x$, $F_I=+6\int n\,\mathrm{sech}^2(x-R_I)\tanh(x-R_I)\,dx$, so charge to the right pulls the atom to the right. Evaluated with the output density it is wrong at first order:

$$\delta F_I=6K\int(\chi e)(x)\,\mathrm{sech}^2(x-R_I)\tanh(x-R_I)\,dx .$$

On the right-hand atom this is $2.42\times10^{-4}$ hartree/bohr (12.5 meV/Å) for plain and $1.18\times10^{-5}$ hartree/bohr (0.61 meV/Å) for Alfè.

The force error does work $\sum_{\rm steps}\sum_I\delta F_I\dot R_I\,dt$ on the atoms, which no change of $E$ accounts for. It is evaluated here with converged densities at the three earlier steps, so it is the energy drift of a run that takes its forces from the first diagonalisation but extrapolates converged densities; a run that never converges would also feed its own errors into the history. Over one period it is $-12.2$ meV for plain and $-0.15$ meV for Alfè. One contribution has a definite sign at leading order in $dt$, where the error, centred at $t_m$, and the velocity, taken at $t+dt$, are referred to the same time; at finite $dt$ single steps near the turning points can have the opposite sign. For harmonic motion $\dddot R=-\omega^2\dot R$, so the plain error contains $+dt^3\omega^2\dot R\,n_R$. The self-consistent response $n_R=\chi(v_R+Kn_R)$, with $v_R=\partial v_{\rm ext}/\partial R$, gives $n_R=(1-K\chi)^{-1}\chi v_R$. The power is $-\langle K\chi e|Dv_{\rm ext}\rangle$, and the $V$ part drops out for this term because $n_R$ is even about the midpoint and $\partial_xv_{\rm ext}$ is odd. What remains is $-dt^3\omega^2\dot R^2K\langle\chi v_R|(1-K\chi)^{-1}|\chi v_R\rangle\le0$, a friction, because $1-K\chi$ is positive. For Alfè $\delta_R$ replaces $n_R$ and the sign is not fixed. Evaluated separately along the trajectory, with the error taken at $t_m$ and the force at $t+dt$, this term supplies $-9.0$ of the $-12.2$ meV for plain ($-9.3$ meV with both referred to the same time), so friction dominates there. The numerical check below asserts the Gaussian closed form against real-space integration; the Parseval formula, the limiting ratio and $\tfrac32s^2\|f''\|$ against SCF solutions of the translated dimer; $\alpha+\beta=1$, $\alpha=(b_+-b_-)/(b_0-b_-)$ and $\epsilon\approx dt\,\dddot R/\ddot R$ against the least-squares fit; the two $dt^3$ formulas against SCF data around $t_m=4.5$ fs; and the energy, output-density and force formulas at the step $5\to6$ fs. The $O(s^2)$ correction, the limit $s\gg\sigma$, the cosine form of $\epsilon$, the energy bound and the work are not asserted.

**Comparison**

The powers in the estimate survive: $s^p$ for translation, $dt^3$ on the trajectory, second order for the energy, first order for the force. For the Gaussian the estimate misses only the factor $\sqrt{(2p-1)!!/2^p}=0.71,\ 0.87,\ 1.37$.

For the dimer the single length fails. The exact plain errors are $0.82$, $1.5$ and $4.0$ times the estimates, because each derivative weights higher wavenumbers: the successive ratios $\|n^{(p)}\|/\|n^{(p-1)}\|$ are $0.82$, $1.88$, $2.64$ bohr$^{-1}$ rather than 1. For $\delta$ they are $1.76$, $2.84$, $3.59$ bohr$^{-1}$, larger at every order, so $\delta$ is smaller than $n$ but sharper, and the ratio of errors is 0.16, 0.23, 0.32 instead of 0.072. Part of the first ratio comes from charge conservation: $\int\delta\,dx=0$ forces $\hat\delta(0)=0$, while $\hat n(0)=6$. The range $|q|<1$ bohr$^{-1}$ holds 76% of $\|n\|^2$ and 45% of $\|\delta\|^2$, but less than 10% of the squared first-derivative norms and less than 1% of the higher ones, so it hardly affects the second and third ratios. The rest does not come from the tight levels. Splitting $\delta$ into the density of the two lowest orbitals and that of the third, each minus its atomic counterpart, gives third-derivative norms of 0.53 and 3.61 bohr$^{-7/2}$, so the third-derivative norm of $\delta$ comes almost wholly from the upper level, which also carries nearly all of $\delta$ itself (norms 0.017 and 0.172 bohr$^{-1/2}$).

On the trajectory the estimates $10^{-3}$ and $10^{-4}$ meet $1.2\times10^{-3}$ and $2.3\times10^{-4}$. Scaling supplies neither the factor 3 of the mixed term nor the behaviour of the fit, which depends on a determinant. The energy estimate $\tfrac12K\|e\|^2$ is a lower bound reaching 88% and 89% of the computed magnitudes, and the energy ratio $5.12\times10^{-9}/2.14\times10^{-7}=0.024$ matches the square of the density ratio at that step, $(1.910\times10^{-4}/1.230\times10^{-3})^2=0.155^2=0.024$. The force ratio, $1.18\times10^{-5}/2.42\times10^{-4}=0.049$, lies well below 0.155, and the work ratio, $0.146/12.16=0.012$, well below the rms ratio 0.191 of the period: both are projections of $e$ on functions common to the two schemes, which the norm of $e$ bounds but does not determine.

## Computed results

```
grid: N = 243, L = 36.0 bohr, dx = 0.1481 bohr; g = 0.5 hartree bohr; norms in bohr^-1/2
bare levels -2.000000 -0.500000 hartree; 2e atom level -1.7535 hartree
3e atom levels -1.7131 -0.3576 hartree
Gaussian sigma=0.5, s=0.04 bohr, p=1: error 4.24731e-02, leading 4.24901e-02
Gaussian sigma=0.5, s=0.04 bohr, p=2: error 4.15762e-03, leading 4.16316e-03
Gaussian sigma=0.5, s=0.04 bohr, p=3: error 5.25131e-04, leading 5.26603e-04
closed shell |delta|: R=6 3.418e-04, R=8 6.266e-06; log slope -1.9995 1/bohr
far dimer positions (bohr): [(-7.0, 7.0), (-6.6, 7.5), (-7.3, 7.2), (-6.9, 7.6)]
far dimer fit: alpha = -0.1739, beta = 0.6957
far dimer p=3: plain 4.3239, Alfe 7.9e-11
far dimer fit: plain 0.4220, Alfe 1.6e-11
fixed pair at -9, -6 bohr; mover at 8.0, 8.5, 8.2, 8.6 bohr
static |delta| 0.1043: p=3 plain 2.5251, Alfe 7.0e-11
dimer R=4.0 bohr levels -1.7320 -1.7119 -0.4624 -0.2624 hartree
|n| 2.3992, |delta| 0.1729; translation s = 0.04 bohr
p=1: plain 7.8285e-02, Alfe 1.2195e-02, ratio 0.1558
p=1: |n^(p)| 1.9576, |delta^(p)| 0.3050 bohr^-(p+1/2), ratio 0.1558
p=2: plain 5.8907e-03, Alfe 1.3835e-03, ratio 0.2349
p=2: |n^(p)| 3.6851, |delta^(p)| 0.8662 bohr^-(p+1/2), ratio 0.2350
p=3: plain 6.2142e-04, Alfe 1.9812e-04, ratio 0.3188
p=3: |n^(p)| 9.7328, |delta^(p)| 3.1068 bohr^-(p+1/2), ratio 0.3192
min-norm fit alpha 0.500 beta 0.500: plain 8.8252e-03, Alfe 2.0705e-03
  predicted 1.5 s^2 |f"|: plain 8.8443e-03, Alfe 2.0788e-03
sharp Gaussian reference (sigma 0.3 bohr), p=3: ratio Alfe/plain 20.77
trajectory: A 0.3 bohr, period 40.0 fs, omega 0.15708 1/fs, V 0.02 bohr/fs, dt 1.0 fs
t=5->6 fs plain p=3: |e| 1.2301e-03; alpha fit 1.8541
  Harris error -2.141e-07 hartree (-5.826e-03 meV), formula -2.141e-07
  force error B 2.424e-04 Ha/bohr (1.246e+01 meV/A), formula 2.424e-04
t=5->6 fs Alfe p=3: |e| 1.9099e-04; alpha fit 1.8541
  Harris error -5.116e-09 hartree (-1.392e-04 meV), formula -5.116e-09
  force error B 1.181e-05 Ha/bohr (6.073e-01 meV/A), formula 1.181e-05
rms over period, scheme 1: plain 5.2439e-02, Alfe 7.3725e-03, ratio 0.1406
rms over period, scheme 2: plain 6.3891e-03, Alfe 9.9173e-04, ratio 0.1552
rms over period, scheme 3: plain 1.2007e-03, Alfe 2.2885e-04, ratio 0.1906
rms over period, scheme fit: plain 3.2332e-03, Alfe 7.0674e-04, ratio 0.2186
max |alpha - 2| over period 2.000
work of force error per period, p=3: plain -1.216e+01 meV, Alfe -1.464e-01 meV
midpoint t 4.5 fs: R 4.2121 bohr, dR/dt -3.3322e-02 bohr/fs
  d2R/dt2 -5.2341e-03 bohr/fs^2, d3R/dt3 8.2218e-04 bohr/fs^3
dt=0.1 fs: alpha - 2 = -0.01559, dt*jerk/acc = -0.01571
plain p=3: dt=1.0: 1.2301e-03 (formula 1.2381e-03); dt=0.1: 1.2380e-06
plain fit dt=0.1: 1.2224e-06 (formula 1.2321e-06)
Alfe p=3: dt=1.0: 1.9099e-04 (formula 1.9253e-04); dt=0.1: 1.9252e-07
Alfe fit dt=0.1: 2.4361e-07 (formula 2.4554e-07)
```
